# Cottey's Thin-Film Conductivity from an Exponential Surface Decay Length: verification in Python

```python
"""
Cottey conductivity of a thin metal film, tested against its definition
and against the Fuchs-Sondheimer (FS) theory of the same film.

Result under test, with mu = d/(l ln(1/p)):
  sigma/sigma0 = (3/2) mu [mu - 1/2 + (1-mu^2) ln(1+1/mu)]
  0 <= (sigma_FS - sigma_Cottey)/sigma0 <= ln(1/p)^2/12
d: thickness, l: bulk mean free path, p: specular probability per wall hit,
kappa = d/l, loss = ln(1/p), u = |normal velocity|/Fermi velocity,
a = kappa/u, sigma0: bulk conductivity. The field lies in the film plane.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expn

# Quadrature in t with u = exp(-t) resolves grazing directions.
nodes, weights = np.polynomial.legendre.leggauss(400)
t_nodes = 20.0 * (nodes + 1.0)
U = np.exp(-t_nodes)
W = 20.0 * weights * U * 1.5 * (1.0 - U**2)


def cottey(kappa, p):
    mu = kappa / math.log(1.0 / p)
    return 1.5 * mu * (mu - 0.5 + (1 - mu**2) * math.log1p(1 / mu))


def fs_direction(a, p):
    """FS conductivity factor of one direction."""
    e = np.exp(-a)
    return 1 - (1 - p) * (-np.expm1(-a)) / (a * (1 - p * e))


def fuchs(kappa, p):
    return float(np.sum(W * fs_direction(kappa / U, p)))


def count_hits(start, travel):
    """Bounce a particle between walls at 0 and 1; count wall hits."""
    z, direction, left, hits = start, 1, travel, 0
    while True:
        wall = 1.0 if direction > 0 else 0.0
        gap = abs(wall - z)
        if left < gap:
            return hits
        left -= gap
        z, direction, hits = wall, -direction, hits + 1


def kinetic_direction(a, p, cells=300):
    """Solve the kinetic equation for up and down movers on a grid."""
    m, h = cells + 1, 1.0 / cells
    A, b = np.zeros((2 * m, 2 * m)), np.zeros(2 * m)
    for i in range(cells):
        A[i, i], A[i, i + 1] = -1 / h + a / 2, 1 / h + a / 2
        A[m + i, m + i] = 1 / h + a / 2
        A[m + i, m + i + 1] = -1 / h + a / 2
        b[i] = b[m + i] = a
    A[cells, 0], A[cells, m] = 1.0, -p
    A[2 * m - 1, 2 * m - 1], A[2 * m - 1, m - 1] = 1.0, -p
    f = np.linalg.solve(A, b)
    mean = 0.5 * (f[:m] + f[m:])
    return h * (mean.sum() - 0.5 * (mean[0] + mean[-1]))


# Wall hits averaged over starting depth: mean and survival.
starts = (np.arange(2000) + 0.5) / 2000
for travel in (0.3, 1.7, 4.45):
    hits = np.array([count_hits(z, travel) for z in starts])
    n = math.floor(travel)
    frac = travel - n
    assert abs(hits.mean() - travel) < 1e-3
    for p in (0.9, 0.4):
        survival = np.mean(p**hits)
        assert abs(survival - p**n * (1 - frac * (1 - p))) < 1e-3
        assert survival > p**travel

# Direction factor: kinetic equation against both closed forms.
for a in (0.2, 1.0, 3.0):
    for p in (0.9, 0.4):
        loss = -math.log(p)
        coth_sum = 1 / math.tanh(a / 2) + 1 / math.tanh(loss / 2)
        numerical = kinetic_direction(a, p)
        assert abs(numerical - fs_direction(a, p)) < 1e-4
        assert abs(numerical - (1 - 2 / (a * coth_sum))) < 1e-4

# Cottey closed form against path memory integrated over the full sphere.
xu, wu = np.polynomial.legendre.leggauss(60)
xu, wu = 0.5 * (xu + 1), 0.5 * wu
path, wpath = np.polynomial.laguerre.laggauss(60)
phi = 0.5 * math.pi * xu
nx = np.sqrt(1 - xu[:, None]**2) * np.cos(phi)[None, :]
solid = wu[:, None] * wu[None, :]
for kappa, p in ((0.5, 0.8), (2.0, 0.5), (1.0, 0.95)):
    memory = (p**(path[None, :] * xu[:, None] / kappa)) @ wpath
    direct = 3 * np.sum(solid * nx**2 * memory[:, None])
    assert abs(direct - cottey(kappa, p)) < 1e-7

# Two-sided error bound, for the directions and for the film.
for p in (0.99, 0.9, 0.7, 0.4, 0.1):
    loss = -math.log(p)
    for a in (0.01, 0.1, 1.0, 10.0):
        gap = fs_direction(a, p) - a / (a + loss)
        assert -1e-12 < gap <= a * loss**2 / (12 * (a + loss)) + 1e-12
    for kappa in (0.01, 0.1, 1.0, 10.0):
        gap = fuchs(kappa, p) - cottey(kappa, p)
        assert -1e-9 < gap <= loss**2 / 12 + 1e-9

# Thick and thin limits.
p = 0.6
loss = -math.log(p)
mu = 100.0
thick = 1 - 3 / (8 * mu) + 1 / (5 * mu**2)
assert abs(cottey(mu * loss, p) - thick) < 2e-7
assert abs(fuchs(30.0, p) - (1 - 3 * (1 - p) / 240)) < 1e-9
mu = 1e-4
thin_direct = np.sum(W * mu / (mu + U))
thin_law = 1.5 * mu * (math.log(1 / mu) - 0.5)
assert abs(thin_direct / thin_law - 1) < 1e-4
k1, k2 = 1e-5, 1e-6
slope_fs = (fuchs(k2, p) / k2 - fuchs(k1, p) / k1) / math.log(k1 / k2)
slope_c = (cottey(k2, p) / k2 - cottey(k1, p) / k1) / math.log(k1 / k2)
assert abs(slope_fs / (0.75 / math.tanh(loss / 2)) - 1) < 1e-3
assert abs(slope_c / (1.5 / loss) - 1) < 1e-3

# Nearly diffuse walls: Cottey's model vanishes slowly as p -> 0,
# while FS tends to the finite value for fully diffuse walls.
kappa = 0.5
previous = 1.0
for p in (1e-100, 1e-200, 1e-300):
    mu = kappa / -math.log(p)
    model = float(np.sum(W / (1 + U / mu)))
    slow_law = 1.5 * mu * (math.log(1 / mu) - 0.5)
    assert abs(model / slow_law - 1) < 1e-3
    assert model < previous
    previous = model
diffuse = 0.25 - expn(3, kappa) + expn(5, kappa)
diffuse = 1 - 1.5 * diffuse / kappa
assert abs(fuchs(kappa, 1e-200) - diffuse) < 1e-8

# Worked example: rough typical values for a smooth copper film.
density = 8.5e28          # m^-3
rho0 = 1.7                # microohm cm
d = 20.0                  # nm
p = 0.8
hbar, me, qe = const.hbar, const.m_e, const.e
kf = (3 * math.pi**2 * density)**(1 / 3)
vf = hbar * kf / me
tau = me / (density * qe**2 * rho0 * 1e-8)
mfp = vf * tau * 1e9
ef = (hbar * kf)**2 / (2 * me * qe)
loss = -math.log(p)
kappa = d / mfp
ratio, ratio_fs = cottey(kappa, p), fuchs(kappa, p)
print(f"electron density {density:.2e} m^-3")
print(f"bulk resistivity {rho0:.2f} microohm cm")
print(f"thickness d {d:.1f} nm, specularity p {p:.2f}")
print(f"Fermi wavenumber {kf*1e-9:.3f} nm^-1")
print(f"Fermi velocity {vf:.4e} m/s, Fermi energy {ef:.3f} eV")
print(f"relaxation time {tau*1e15:.2f} fs")
print(f"bulk mean free path {mfp:.2f} nm")
print(f"ln(1/p) {loss:.5f}")
print(f"normal decay length d/ln(1/p) {d/loss:.2f} nm")
print(f"kappa {kappa:.4f}, mu {kappa/loss:.4f}")
print(f"Cottey sigma/sigma0 {ratio:.5f}")
print(f"FS sigma/sigma0 {ratio_fs:.5f}")
print(f"difference {ratio_fs-ratio:.6f}, bound {loss**2/12:.6f}")
print(f"Cottey film resistivity {rho0/ratio:.4f} microohm cm")
print(f"FS film resistivity {rho0/ratio_fs:.4f} microohm cm")

print("scan of p at d = 20 nm: p, Cottey, FS (sigma/sigma0), bound")
for q in (0.95, 0.8, 0.5, 0.2, 0.01):
    bound = math.log(q)**2 / 12
    print(f"  {q:.2f} {cottey(kappa,q):.5f} {fuchs(kappa,q):.5f}"
          f" {bound:.5f}")
print("scan of d at p = 0.8: d in nm, Cottey, FS (microohm cm)")
for thickness in (5.0, 10.0, 20.0, 40.0, 80.0):
    k = thickness / mfp
    print(f"  {thickness:.0f} {rho0/cottey(k,p):.4f}"
          f" {rho0/fuchs(k,p):.4f}")

# Grain planes normal to the current; a reflection reverses v_x.
reflect = 0.2
mean_number = 1.7
poisson = sum(math.exp(-mean_number) * mean_number**j
              / math.factorial(j) * (1 - 2 * reflect)**j
              for j in range(40))
assert abs(poisson - math.exp(-2 * reflect * mean_number)) < 1e-12


def with_grains(spacing):
    rate = 1 + xu[:, None] * loss / kappa
    rate = rate + 2 * reflect * nx * mfp / spacing
    return 3 * np.sum(solid * nx**2 / rate)


print(f"neglected effects (grain reflection {reflect:.2f}):")
for spacing in (200.0, 20.0):
    print(f"  grain spacing {spacing:.0f} nm: film resistivity "
          f"{rho0/with_grains(spacing):.4f} microohm cm")

# Roughness height matched to the same loss in a thick film.
height = math.sqrt(3 * loss / 4) / kf


def rough_film(kap):
    angle_loss = 4 * (kf * height * U)**2
    return float(np.sum(W / (1 + U * angle_loss / kap)))


assert abs((1 - rough_film(1e3)) / (1 - cottey(1e3, p)) - 1) < 1e-2
print(f"  matched roughness height {height*1e9:.4f} nm")
print(f"  angle-dependent p: film resistivity "
      f"{rho0/rough_film(kappa):.4f} microohm cm")


def subband_ratio(thickness, free_path):
    """Discrete normal wavenumbers, same density and relaxation time."""
    width = thickness * 1e-9
    kn = np.arange(1, int(1.3 * kf * width / math.pi)) * math.pi / width

    def filling(k):
        return np.maximum(k**2 - kn**2, 0.0)

    def excess(k):
        return filling(k).sum() / (2 * math.pi * width * density) - 1

    k_film = brentq(excess, 0.9 * kf, 1.1 * kf)
    occ = filling(k_film)
    rate = 1 + kn / kf * loss * free_path / thickness
    return np.sum(occ / rate) / occ.sum()


assert abs(subband_ratio(20 * d, 20 * mfp) - ratio) < 1e-3
print(f"  subbands, about k_F d/pi = {kf*d*1e-9/math.pi:.1f}")
print(f"  discrete subbands: film resistivity "
      f"{rho0/subband_ratio(d, mfp):.4f} microohm cm")
for change in (0.9, 1.1):
    print(f"  normal Fermi velocity x {change:.1f}: film resistivity "
          f"{rho0/cottey(kappa/change,p):.4f} microohm cm")

temp_coeff = 0.004        # rough relative rise of bulk resistivity per K
warm = 1 + temp_coeff * 75
print(f"  bulk resistivity rise {temp_coeff:.3f} per K (rough input)")
print(f"  375 K: bulk {rho0*warm:.3f}, film "
      f"{rho0*warm/cottey(kappa*warm,p):.4f} microohm cm")
print(f"  kT/E_F at 300 K {const.k*300/(ef*qe):.5f}")
drift = 1e10 / (density * qe)
print(f"  drift velocity at 1 MA/cm2 {drift:.3f} m/s,"
      f" over v_F {drift/vf:.2e}")
print("success")
```

It prints:

```
electron density 8.50e+28 m^-3
bulk resistivity 1.70 microohm cm
thickness d 20.0 nm, specularity p 0.80
Fermi wavenumber 13.602 nm^-1
Fermi velocity 1.5747e+06 m/s, Fermi energy 7.049 eV
relaxation time 24.56 fs
bulk mean free path 38.67 nm
ln(1/p) 0.22314
normal decay length d/ln(1/p) 89.63 nm
kappa 0.5172, mu 2.3176
Cottey sigma/sigma0 0.86766
FS sigma/sigma0 0.87066
difference 0.003008, bound 0.004149
Cottey film resistivity 1.9593 microohm cm
FS film resistivity 1.9525 microohm cm
scan of p at d = 20 nm: p, Cottey, FS (sigma/sigma0), bound
  0.95 0.96466 0.96484 0.00022
  0.80 0.86766 0.87066 0.00415
  0.50 0.69730 0.71868 0.04004
  0.20 0.52502 0.59827 0.21586
  0.01 0.31608 0.53310 1.76730
scan of d at p = 0.8: d in nm, Cottey, FS (microohm cm)
  5 2.6236 2.6134
  10 2.1953 2.1871
  20 1.9593 1.9525
  40 1.8333 1.8277
  80 1.7676 1.7635
neglected effects (grain reflection 0.20):
  grain spacing 200 nm: film resistivity 2.0606 microohm cm
  grain spacing 20 nm: film resistivity 2.9439 microohm cm
  matched roughness height 0.0301 nm
  angle-dependent p: film resistivity 1.9163 microohm cm
  subbands, about k_F d/pi = 86.6
  discrete subbands: film resistivity 1.9626 microohm cm
  normal Fermi velocity x 0.9: film resistivity 1.9346 microohm cm
  normal Fermi velocity x 1.1: film resistivity 1.9838 microohm cm
  bulk resistivity rise 0.004 per K (rough input)
  375 K: bulk 2.210, film 2.4725 microohm cm
  kT/E_F at 300 K 0.00367
  drift velocity at 1 MA/cm2 0.734 m/s, over v_F 4.66e-07
success
```
